# Why the damping sign in antiresonant denominators was disputed: verification in Python

```python
"""
Result under test: the sign of damping in the antiresonant denominator of
  alpha(w) = mu^2 [ 1/(E - w - i*gamma) + 1/(E + w + i*s*gamma) ]
(s = +1 "opposite sign", s = -1 "constant sign", fields ~ exp(-i w t))
has a meaning only together with the frequency law of gamma.
Constant gamma: only s = +1 is real in time, real at w = 0 and causal.
Radiative gamma: the optical theorem Im alpha = (2/3)(w/c)^3 |alpha|^2 holds
for s = +1 with an even w^2 law and for s = -1 with a different, odd law.
E: transition energy, mu: transition dipole, w: angular frequency,
q: gamma at resonance divided by E. Atomic units, or units with E = mu = 1.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

OPP, CON = 1, -1
NAMES = {OPP: "opposite", CON: "constant"}


def alpha(w, gamma, s, E=1.0, mu=1.0):
    return mu**2 * (1 / (E - w - 1j * gamma) + 1 / (E + w + 1j * s * gamma))


# ---- reality condition for both signs and three damping laws
print("Reality defect |a(-w)-a(w)*|/|a(w)|, w=0.5E, scale 0.05E")
laws = {"const": lambda w: 0.05, "w^2": lambda w: 0.05 * w**2,
        "w^3": lambda w: 0.05 * w**3}
for s in (OPP, CON):
    defects = {}
    for name, law in laws.items():
        a_plus, a_minus = alpha(0.5, law(0.5), s), alpha(-0.5, law(-0.5), s)
        defects[name] = abs(a_minus - np.conj(a_plus)) / abs(a_plus)
        should_hold = (name != "w^3") if s == OPP else (name == "w^3")
        assert (defects[name] < 1e-13) == should_hold
        assert should_hold or defects[name] > 1e-3
    print(f" {NAMES[s]}: " + ", ".join(f"{n} {d:.4f}" for n, d in defects.items()))

# ---- static limit with constant damping
print("Static alpha / (2 mu^2/E), constant gamma = 0.05 E")
for s in (OPP, CON):
    a0 = alpha(0.0, 0.05, s) / 2
    assert (abs(a0.imag) < 1e-14) == (s == OPP)
    print(f" {NAMES[s]}: {a0.real:.6f} {a0.imag:+.6f} i")

# ---- causality: numerical Fourier transform to the impulse response
gamma_t, step = 0.1, 0.005
freq = np.arange(-400000, 400001) * step
print("Impulse response modulus / mu^2, gamma = 0.1 E, at E*t = -3")
for s in (OPP, CON):
    spectrum = alpha(freq, gamma_t, s)
    before = np.sum(spectrum * np.exp(3j * freq)) * step / (2 * np.pi)
    expected = 0 if s == OPP else 1j * np.exp(-3j - 3 * gamma_t)
    assert abs(before - expected) < 1e-5
    if s == OPP:
        after = np.sum(spectrum * np.exp(-3j * freq)) * step / (2 * np.pi)
        assert abs(after - 2 * np.sin(3) * np.exp(-3 * gamma_t)) < 1e-5
    print(f" {NAMES[s]}: {abs(before):.5f}")

# ---- master equation: linear and second-harmonic response
gam, delta = 0.05, 0.7
identity = np.eye(2)
H0 = np.diag([0.0, 1.0])
dipole = np.array([[0.0, 1.0], [1.0, delta]])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
number = lower.T @ lower


def commutator(A):
    return np.kron(A, identity) - np.kron(identity, A.T)


L0 = -1j * commutator(H0) + 2 * gam * (
    np.kron(lower, lower)
    - 0.5 * (np.kron(number, identity) + np.kron(identity, number.T)))
L1 = 1j * commutator(dipole)
ground = np.array([1, 0, 0, 0], complex)


def beta(w, s):
    """Second-harmonic response; s = sign of damping in antiresonant factors."""
    r1, r2 = 1 - w - 1j * gam, 1 - 2 * w - 1j * gam
    n1, n2 = 1 + w + 1j * s * gam, 1 + 2 * w + 1j * s * gam
    return delta * (1 / (r2 * r1) + 1 / (n1 * r1) + 1 / (n1 * n2))


for w in (1e-4, 0.2, -0.2, 0.45):
    first = np.linalg.solve(-1j * w * np.eye(4) - L0, L1 @ ground)
    second = np.linalg.solve(-2j * w * np.eye(4) - L0, L1 @ first)
    linear_num = dipole.T.ravel() @ first
    beta_num = dipole.T.ravel() @ second
    assert abs(linear_num - alpha(w, gam, OPP)) < 1e-9
    assert abs(beta_num - beta(w, OPP)) < 1e-8
    assert abs(linear_num - alpha(w, gam, CON)) > 1e-3
    assert abs(beta_num - beta(w, CON)) > 1e-3
print("Static SHG beta / undamped value, gamma = 0.05 E")
for s in (OPP, CON):
    b = beta(0.0, s) / (3 * delta)
    assert (abs(b.imag) < 1e-14) == (s == OPP)
    print(f" {NAMES[s]}: {b.real:.6f} {b.imag:+.6f} i")

# ---- sum over plane-wave modes in a periodic box of side 2*pi, c = 1
K = 40
n = np.arange(-K, K + 1)
nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
k2 = (nx**2 + ny**2 + nz**2).astype(float)
inside = (k2 > 0) & (k2 <= K**2)
kk = np.sqrt(k2[inside])
sin2 = 1 - nz[inside]**2 / k2[inside]
mode_sum = np.sum(np.pi * 2 * np.pi * kk * sin2) / (2 * np.pi)**3
mode_ratio = mode_sum / (K**4 / 6)   # K^4/6 = integral of (2/3) w^3
assert abs(mode_ratio - 1) < 5e-3
print(f"Box mode sum / integral of (2/3)w^3: {mode_ratio:.5f}")

# ---- exact diagonalization: two-level atom and three field modes
mode_w, g, levels = [0.31, 0.73, 1.57], 1e-3, 4
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)


def embed(atom, mode=None, op=None):
    full = atom
    for j in range(3):
        full = np.kron(full, op if j == mode else np.eye(levels))
    return full


sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
X = embed(sigma_x)
H = embed(H0)
for j, wj in enumerate(mode_w):
    H = H + wj * embed(identity, j, ladder.T @ ladder)
    H = H + g * embed(sigma_x, j, ladder + ladder.T)
energies, states = np.linalg.eigh(H)
vacuum = states[:, 0]
print("Dipole strength of one-photon lines / g^2 (E = mu = 1)")
print(" w/E   exact   (a+b)^2  a^2+b^2  a^2-b^2")
for j, wj in enumerate(mode_w):
    one_photon = levels**(2 - j)      # index of |g, one photon in mode j>
    line = np.argmax(abs(states[one_photon, :]))
    strength = (states[:, line] @ X @ vacuum)**2 / g**2
    a, b = 1 / (1 - wj), 1 / (1 + wj)
    assert abs(strength / (a + b)**2 - 1) < 1e-3
    assert abs(strength / (a * a + b * b) - 1) > 0.05
    assert abs(strength / (a * a - b * b) - 1) > 0.05
    print(f" {wj:.2f} {strength:8.4f} {(a+b)**2:8.4f}"
          f" {a*a+b*b:8.4f} {a*a-b*b:8.4f}")

# ---- worked example in atomic units
E, mu = 0.4, 1.0
c = 1 / constants.fine_structure
t_au = constants.physical_constants["atomic unit of time"][0]


def gamma_rad(w):
    return 2 / 3 * mu**2 * (w / c)**3


def quotient(a, w):
    return a.imag / (2 / 3 * (w / c)**3 * abs(a)**2)


gamma0 = gamma_rad(E)
print(f"Model: E = {E} hartree, mu = {mu} e a0, c = {c:.4f} a.u.")
print(f"gamma at resonance: {gamma0:.5e} hartree; q = {gamma0/E:.5e}")
print(f"Population decay rate 2*gamma: {2*gamma0/t_au:.5e} 1/s")
print(f"Static polarizability 2 mu^2/E: {2*mu**2/E:.4f} a0^3")
print("Optical-theorem quotient (1 = satisfied), x = w/E")
print("  x   opp,w^3  con,w^3  opp,const  opp,cured  con,cured")
for x in (0.1, 0.5, 0.9, 1.0, 2.0):
    w = x * E
    gr = gamma_rad(w)
    g_opp, g_con = gr * E / w, 2 * gr * E**2 / (E**2 + w**2)
    R = [quotient(alpha(w, gr, OPP, E, mu), w),
         quotient(alpha(w, gr, CON, E, mu), w),
         quotient(alpha(w, gamma0, OPP, E, mu), w),
         quotient(alpha(w, g_opp, OPP, E, mu), w),
         quotient(alpha(w, g_con, CON, E, mu), w)]
    assert np.allclose(R, [x, (1 + x * x) / 2, 1 / x**2, 1, 1], rtol=1e-6)
    print(f" {x:.1f} {R[0]:8.4f} {R[1]:8.4f} {R[2]:10.4f}"
          f" {R[3]:9.4f} {R[4]:9.4f}")
w = 0.5 * E
gr = gamma_rad(w)
g_opp, g_con = gr * E / w, 2 * gr * E**2 / (E**2 + w**2)
a_half = alpha(w, g_opp, OPP, E, mu)
extinction = 4 * np.pi * w / c * a_half.imag
scattering = 8 * np.pi / 3 * (w / c)**4 * abs(a_half)**2
assert abs(extinction / scattering - 1) < 1e-6
print("At x = 0.5:")
print(f" gamma_r {gr:.5e}, opp {g_opp:.5e}, con {g_con:.5e} hartree")
print(f" alpha = {a_half.real:.5f} + {a_half.imag:.5e} i a0^3")
print(f" scattering cross section {scattering:.5e} a0^2")

# ---- both cured forms at sizeable damping (E = mu = 1)


def cured_pair(w, q):
    twice = 2 * q * w**3
    g_c = brentq(lambda y: y * (1 + w**2 / (1 + y**2)) - twice,
                 0, twice, xtol=1e-16)
    return alpha(w, q * w**2, OPP), alpha(w, g_c, CON)


gaps = []
for q in (0.02, 0.01):
    for w in (0.5, 1.0, 1.7):
        for a_w, a_m in zip(cured_pair(w, q), cured_pair(-w, q)):
            assert abs(a_w.imag / (q * w**3 * abs(a_w)**2) - 1) < 1e-8
            assert abs(a_m - np.conj(a_w)) < 1e-8 * abs(a_w)
    pair = cured_pair(0.5, q)
    gaps.append(abs(pair[0] - pair[1]))
assert abs(gaps[0] / gaps[1] - 4) < 0.05
print(f"Cured forms, w=0.5E: gap/(mu^2/E) {gaps[0]:.3e} (q=0.02),"
      f" {gaps[1]:.3e} (q=0.01)")
for a_low in cured_pair(0.01, 0.02):
    assert abs(a_low.real - 2) < 1e-3
    assert abs(a_low.imag / (4 * 0.02 * 0.01**3) - 1) < 1e-3

# ---- poles of the cured forms continued to complex frequency, q = 0.01
q = 0.01
opp_polys = [[-1j * q, -1, 1], [1j * q, 1, 1]]
con_polys = [[-1 - 2j * q, 1, -1, 1], [1 - 2j * q, 1, 1, 1]]
print("Poles of resonant term, q = 0.01, in units of E")
for s, polys, place in ((OPP, opp_polys, 1j / q), (CON, con_polys, 1j)):
    for physical, poly in zip((1, -1), polys):
        roots = np.roots(poly)
        near = roots[np.argmin(abs(roots - physical))]
        spurious = roots[np.argmax(roots.imag)]
        assert near.imag < 0 and abs(near - physical) < 2 * q
        assert spurious.imag > 0
        assert abs(spurious - place) < 0.03 * abs(place)
        if physical == 1:
            print(f" {NAMES[s]}: physical {near:.5f}, spurious {spurious:.5f}")
            if s == CON:
                residue = (1 + spurious**2) / np.polyval(np.polyder(poly), spurious)
                assert 0 < abs(residue) < q
                print(f" constant: spurious residue modulus/mu^2 {abs(residue):.5f}")
print(f"Spurious pole scale E/q in the model: {E/(gamma0/E):.4e} hartree")

print("no test failed")
```

It prints:

```
Reality defect |a(-w)-a(w)*|/|a(w)|, w=0.5E, scale 0.05E
 opposite: const 0.0000, w^2 0.0000, w^3 0.0167
 constant: const 0.1659, w^2 0.0417, w^3 0.0000
Static alpha / (2 mu^2/E), constant gamma = 0.05 E
 opposite: 0.997506 +0.000000 i
 constant: 0.997506 +0.049875 i
Impulse response modulus / mu^2, gamma = 0.1 E, at E*t = -3
 opposite: 0.00000
 constant: 0.74082
Static SHG beta / undamped value, gamma = 0.05 E
 opposite: 0.994190 +0.000000 i
 constant: 0.992531 +0.099502 i
Box mode sum / integral of (2/3)w^3: 0.99840
Dipole strength of one-photon lines / g^2 (E = mu = 1)
 w/E   exact   (a+b)^2  a^2+b^2  a^2-b^2
 0.31   4.8958   4.8957   2.6831   1.5177
 0.73  18.3321  18.3333  14.0515  13.3833
 1.57   1.8640   1.8640   3.2293   2.9265
Model: E = 0.4 hartree, mu = 1.0 e a0, c = 137.0360 a.u.
gamma at resonance: 1.65800e-08 hartree; q = 4.14500e-08
Population decay rate 2*gamma: 1.37088e+09 1/s
Static polarizability 2 mu^2/E: 5.0000 a0^3
Optical-theorem quotient (1 = satisfied), x = w/E
  x   opp,w^3  con,w^3  opp,const  opp,cured  con,cured
 0.1   0.1000   0.5050   100.0000    1.0000    1.0000
 0.5   0.5000   0.6250     4.0000    1.0000    1.0000
 0.9   0.9000   0.9050     1.2346    1.0000    1.0000
 1.0   1.0000   1.0000     1.0000    1.0000    1.0000
 2.0   2.0000   2.5000     0.2500    1.0000    1.0000
At x = 0.5:
 gamma_r 2.07250e-09, opp 4.14500e-09, con 3.31600e-09 hartree
 alpha = 6.66667 + 9.21111e-08 i a0^3
 scattering cross section 1.68934e-09 a0^2
Cured forms, w=0.5E: gap/(mu^2/E) 7.466e-05 (q=0.02), 1.867e-05 (q=0.01)
Poles of resonant term, q = 0.01, in units of E
 opposite: physical 0.99980-0.01000j, spurious -0.99980+100.01000j
 constant: physical 0.99980-0.01000j, spurious 0.00490+0.99498j
 constant: spurious residue modulus/mu^2 0.00495
Spurious pole scale E/q in the model: 9.6502e+06 hartree
no test failed
```
